# The Slab-Truncated Coulomb Kernel and Its Long-Wavelength Limit: verification in Python

```python
"""
Result under test (Hartree atomic units):
the Coulomb interaction 1/r cut to |z| < L/2 has the Fourier transform
    v = 4 pi [1 - exp(-q L/2) cos(k L/2)] / (q^2 + k^2),   k = 2 pi n / L,
and for k = 0 it tends to 2 pi L / q when q L is small.
Symbols: q = length of the in-plane wavevector, k = wavevector along z,
L = cell length along z, R = cutoff in |z|, d = slab thickness,
f(z) = normalized slab profile, W = interaction of the density wave
exp(i q.rho) f(z) with itself, per unit area.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.special import j0

pi = np.pi
L = 40.0


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def kernel_any_k(q, k, R):
    """Closed form for any real k and any cutoff R."""
    bracket = np.cos(k * R) - k / q * np.sin(k * R)
    return 4 * pi / (q**2 + k**2) * (1 - np.exp(-q * R) * bracket)


def kernel_lattice(q, k):
    """Closed form for cutoff L/2 and k on the reciprocal lattice."""
    return 4 * pi / (q**2 + k**2) * (1 - np.exp(-q * L / 2) * np.cos(k * L / 2))


def kernel_quadrature(q, k, R):
    """Numerical z integral of the planar transform over |z| < R."""
    value = quad(lambda z: np.exp(-q * z) * np.cos(k * z), 0, R,
                 epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 4 * pi / q * value


# --- Gaussian integral used for the planar transform ---
for a, b in [(0.7, 0.4), (0.15, 2.0)]:
    numeric = quad(lambda t: np.exp(-(a * t)**2 - (b / t)**2) if t > 0 else 0.0,
                   0, 12 / a, epsabs=1e-12, limit=300)[0]
    assert close(numeric, np.sqrt(pi) * np.exp(-2 * a * b) / (2 * a), 1e-8)


# --- Planar transform of 1/r from its definition, with damping removed ---
def planar_damped(q, z, eps):
    rho = np.linspace(0, 7 / eps, 400001)
    y = rho * j0(q * rho) * np.exp(-(eps * rho)**2) / np.sqrt(rho**2 + z**2)
    return 2 * pi * simpson(y, x=rho)


q_plane, z_plane, eps = 0.3, 2.0, 0.004
# The error is even in eps, so one extrapolation leaves order eps^4.
planar_numeric = (4 * planar_damped(q_plane, z_plane, eps / 2)
                  - planar_damped(q_plane, z_plane, eps)) / 3
planar_formula = 2 * pi / q_plane * np.exp(-q_plane * z_plane)
assert close(planar_numeric, planar_formula, 1e-5)

# --- Truncated kernel: quadrature against both closed forms ---
for q in (0.01, 0.1, 0.5):
    for k in (0.0, 0.11, 0.37):
        for R in (13.0, 20.0):
            assert close(kernel_quadrature(q, k, R), kernel_any_k(q, k, R), 1e-8)
    for n in range(6):
        k = 2 * pi * n / L
        assert close(kernel_quadrature(q, k, L / 2), kernel_lattice(q, k), 1e-8)

q_off, k_off = 0.01, pi / L
off_numeric = kernel_quadrature(q_off, k_off, L / 2)
off_general = kernel_any_k(q_off, k_off, L / 2)
off_lattice = kernel_lattice(q_off, k_off)
assert close(off_numeric, off_general, 1e-8)
assert abs(off_lattice / off_numeric - 1) > 0.1

# --- Small in-plane wavevector ---
q_small = 0.001
k1, k2 = 2 * pi / L, 4 * pi / L
head = kernel_quadrature(q_small, 0.0, L / 2)
three_terms = 2 * pi * L / q_small - pi * L**2 / 2 + pi * L**3 * q_small / 12
remainder = head - three_terms
remainder_formula = -pi * L**4 * q_small**2 / 96
assert close(remainder, remainder_formula, 0.02)  # next term is below 1 percent
odd = kernel_quadrature(q_small, k1, L / 2)
even = kernel_quadrature(q_small, k2, L / 2)
odd_limit = 8 * pi / k1**2
even_leading = 2 * pi * L * q_small / k2**2
assert close(odd, odd_limit, 0.02)       # relative correction about q L/4
assert close(even, even_leading, 0.02)   # relative correction about q L/4
table = []
for q in (0.1, 0.01, 0.001):
    exact = kernel_quadrature(q, 0.0, L / 2)
    limit = 2 * pi * L / q
    assert 1 - q * L / 4 < exact / limit < 1
    table.append((q, exact, limit, exact / limit))

# --- Slab interaction: real-space pairs against reciprocal sums ---
nodes, weights = np.polynomial.legendre.leggauss(400)


def profile(z, d):
    return 2 / d * np.cos(pi * z / d)**2


def pair_density(u, d):
    """Integral of f(z) f(z+u) over z, for 0 <= u <= d."""
    half = (d - u) / 2
    z = -u / 2 + half * nodes
    return half * np.sum(weights * profile(z, d) * profile(z + u, d))


def pair_integral(q, d, distance):
    """Sum over pairs, interacting at the given function of separation."""
    cuts = [0.0, min(d, L / 2)] + ([d] if d > L / 2 else [])
    total = 0.0
    for lo, hi in zip(cuts[:-1], cuts[1:]):
        total += quad(lambda u: pair_density(u, d) * np.exp(-q * distance(u)),
                      lo, hi, epsabs=1e-12, epsrel=1e-11)[0]
    return 2 * total * 2 * pi / q


def reciprocal_sum(q, d, kernel):
    z = d / 2 * nodes
    w = d / 2 * weights * profile(z, d)
    total = 0.0
    for n in range(-100, 101):
        k = 2 * pi * n / L
        total += np.sum(w * np.cos(k * z))**2 * kernel(q, k)
    return total / L


def bare(q, k):
    return 4 * pi / (q**2 + k**2)


def nearest_image(u):
    return min(u, L - u)


q_slab, d_thin, d_thick = 0.05, 16.0, 32.0
W_isolated = pair_integral(q_slab, d_thin, lambda u: u)
W_truncated = reciprocal_sum(q_slab, d_thin, kernel_lattice)
W_bare = reciprocal_sum(q_slab, d_thin, bare)
assert close(W_truncated, W_isolated, 1e-8)

z = d_thin / 2 * nodes
w = d_thin / 2 * weights * profile(z, d_thin)
W_images = 0.0
for m in range(1, 31):
    # Image m lies wholly on one side; the mirror image contributes equally.
    separation = m * L + z[:, None] - z[None, :]
    W_images += 2 * 2 * pi / q_slab * (w @ np.exp(-q_slab * separation) @ w)
assert close(W_bare - W_isolated, W_images, 1e-7)

T_isolated = pair_integral(q_slab, d_thick, lambda u: u)
T_truncated = reciprocal_sum(q_slab, d_thick, kernel_lattice)
T_nearest = pair_integral(q_slab, d_thick, nearest_image)
assert close(T_truncated, T_nearest, 1e-8)
assert T_truncated / T_isolated - 1 > 1e-4

# --- Output ---
hartree_eV = constants.value("Hartree energy in eV")
bohr_A = constants.value("Bohr radius") * 1e10
print(f"Cell length L = {L:.1f} bohr, cutoff L/2 = {L/2:.1f} bohr")
print(f"Planar transform at q = {q_plane} bohr^-1, z = {z_plane} bohr:")
print(f"  from definition {planar_numeric:.6f} hartree bohr^2")
print(f"  from formula    {planar_formula:.6f} hartree bohr^2")
print("Kernel at k = 0 (hartree bohr^3):")
for q, exact, limit, ratio in table:
    print(f"  q = {q:.3f} bohr^-1: quadrature {exact:.3f}, "
          f"2 pi L/q {limit:.3f}, ratio {ratio:.5f}")
print(f"At q = {q_small} bohr^-1, k = 0 (hartree bohr^3):")
print(f"  first three series terms {three_terms:.4f}")
print(f"  remainder {remainder:.5f}, fourth term {remainder_formula:.5f}")
print(f"Nonzero k at q = {q_small} bohr^-1 (hartree bohr^3):")
print(f"  n = 1, k = {k1:.6f} bohr^-1: {odd:.4f}, limit {odd_limit:.4f}")
print(f"  n = 2, k = {k2:.6f} bohr^-1: {even:.5f}, "
      f"leading term {even_leading:.5f}")
print(f"Off lattice, q = {q_off} bohr^-1, k = {k_off:.6f} bohr^-1 "
      "(hartree bohr^3):")
print(f"  quadrature {off_numeric:.3f}, with sine term {off_general:.3f}, "
      f"without {off_lattice:.3f}")
print(f"Slab d = {d_thin:.1f} bohr, q = {q_slab} bohr^-1 (hartree bohr^2):")
print(f"  isolated, real-space pairs {W_isolated:.6f}")
print(f"  truncated reciprocal sum   {W_truncated:.6f}")
print(f"  bare reciprocal sum        {W_bare:.6f}")
print(f"  explicit sum over images   {W_images:.6f}")
print(f"  bare / isolated            {W_bare / W_isolated:.5f} (no unit)")
print(f"  isolated, converted        "
      f"{W_isolated * hartree_eV * bohr_A**2:.3f} eV angstrom^2")
print(f"Slab d = {d_thick:.1f} bohr, q = {q_slab} bohr^-1 (hartree bohr^2):")
print(f"  isolated, real-space pairs {T_isolated:.6f}")
print(f"  truncated reciprocal sum   {T_truncated:.6f}")
print(f"  pairs at nearest image     {T_nearest:.6f}")
print(f"  relative error of truncated sum "
      f"{100 * (T_truncated / T_isolated - 1):.4f} percent")
print("all assertions hold")
```

Output:

```
Cell length L = 40.0 bohr, cutoff L/2 = 20.0 bohr
Planar transform at q = 0.3 bohr^-1, z = 2.0 bohr:
  from definition 11.494283 hartree bohr^2
  from formula    11.494284 hartree bohr^2
Kernel at k = 0 (hartree bohr^3):
  q = 0.100 bohr^-1: quadrature 1086.570, 2 pi L/q 2513.274, ratio 0.43233
  q = 0.010 bohr^-1: quadrature 22778.965, 2 pi L/q 25132.741, ratio 0.90635
  q = 0.001 bohr^-1: quadrature 248830.810, 2 pi L/q 251327.412, ratio 0.99007
At q = 0.001 bohr^-1, k = 0 (hartree bohr^3):
  first three series terms 248830.8933
  remainder -0.08344, fourth term -0.08378
Nonzero k at q = 0.001 bohr^-1 (hartree bohr^3):
  n = 1, k = 0.157080 bohr^-1: 1008.4660, limit 1018.5916
  n = 2, k = 0.314159 bohr^-1: 2.52116, leading term 2.54648
Off lattice, q = 0.01 bohr^-1, k = 0.078540 bohr^-1 (hartree bohr^3):
  quadrature 14895.400, with sine term 14895.400, without 2004.685
Slab d = 16.0 bohr, q = 0.05 bohr^-1 (hartree bohr^2):
  isolated, real-space pairs 107.261589
  truncated reciprocal sum   107.261589
  bare reciprocal sum        147.429118
  explicit sum over images   40.167530
  bare / isolated            1.37448 (no unit)
  isolated, converted        817.329 eV angstrom^2
Slab d = 32.0 bohr, q = 0.05 bohr^-1 (hartree bohr^2):
  isolated, real-space pairs 92.761205
  truncated reciprocal sum   92.843399
  pairs at nearest image     92.843399
  relative error of truncated sum 0.0886 percent
all assertions hold
```
